# Negative-U Condition for Disproportionation of Singly Charged Oxygen Vacancies: test program

```python
# Result under test: 2 V(+) -> V(0) + V(2+) has the reaction energy
# U = E(0) + E(2+) - 2 E(+), independent of the Fermi level.
# With linear lattice coupling U = repulsion - force**2 / stiffness.
# U < 0 makes V(+) unstable at every Fermi level at zero temperature.
# n = number of trapped electrons: n=0 is V(2+), n=1 is V(+), n=2 is V(0).
# Q = inward collective displacement; energies are in eV, Q/1e-10 m is x.
import numpy as np
from scipy.constants import e, k as boltzmann, hbar
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize, minimize_scalar

STIFFNESS = 100.0       # N/m
FORCE = 4.0e-9          # N per trapped electron
REPULSION = 0.6         # eV
LEVEL = 4.0             # eV above valence band top, at Q = 0
GAP = 6.0               # eV
MASS = 3.0e-25          # kg
LENGTH = 1.0e-10        # m
KB = boltzmann / e      # eV/K


def surface(n, x, force=FORCE, repulsion=REPULSION, level=LEVEL,
            factors=(1.0, 1.0, 1.0), quartic=0.0):
    q = x * LENGTH
    lattice = 0.5 * STIFFNESS * factors[n] * q**2 + quartic * q**4
    return n * level + repulsion * (n == 2) + (lattice - n * force * q) / e


def relax(**parameters):
    energies, positions = [], []
    for n in range(3):
        found = minimize_scalar(lambda x: surface(n, x, **parameters),
                                bounds=(-1.0, 3.0), method="bounded",
                                options={"xatol": 1e-10})
        energies.append(found.fun)
        positions.append(found.x)
    return np.array(energies), np.array(positions)


def reaction_energy(energies):
    return energies[2] + energies[0] - 2 * energies[1]


def fractions(energies, fermi, temperature):
    # Enumerate spin-up and spin-down occupations explicitly.
    grand = np.array([energies[n] - n * fermi for n in range(3)])
    grand -= grand.min()
    weights = np.zeros(3)
    for up in (0, 1):
        for down in (0, 1):
            n = up + down
            weights[n] += np.exp(-grand[n] / (KB * temperature))
    return weights / weights.sum()


# Relaxed energies and charge transition levels from numerical minima.
energy, position = relax()
u_value = reaction_energy(energy)
relaxation_scale = FORCE**2 / STIFFNESS / e
assert abs(u_value - (REPULSION - relaxation_scale)) < 1e-8
assert np.allclose(position * LENGTH, np.arange(3) * FORCE / STIFFNESS,
                   atol=1e-16)
level_2p_p = energy[1] - energy[0]
level_p_0 = energy[2] - energy[1]
level_2p_0 = (energy[2] - energy[0]) / 2
assert abs(level_2p_p - (LEVEL - relaxation_scale / 2)) < 1e-8
assert abs(level_p_0 - (LEVEL + REPULSION - 1.5 * relaxation_scale)) < 1e-8

# Critical force from the numerically relaxed reaction energy.
critical_force = brentq(
    lambda f: reaction_energy(relax(force=f)[0]), 1e-9, 6e-9, xtol=1e-17)
assert abs(critical_force / np.sqrt(STIFFNESS * REPULSION * e) - 1) < 1e-6

# Several coupled modes, in dimensionless units.
matrix = np.array([[2.0, 0.3, 0.1], [0.3, 1.5, -0.2], [0.1, -0.2, 1.0]])
coupling = np.array([0.7, -0.4, 0.5])
multi = []
for n in range(3):
    found = minimize(lambda y: 0.5 * y @ matrix @ y - n * coupling @ y
                     + 0.6 * (n == 2), np.zeros(3), method="BFGS")
    multi.append(found.fun)
multi_formula = 0.6 - coupling @ np.linalg.solve(matrix, coupling)
assert abs(reaction_energy(multi) - multi_formula) < 1e-7

# Zero-temperature stability throughout the gap.
fermi_grid = np.linspace(0.0, GAP, 6001)


def scan(energies):
    grand = np.array([energies[n] - n * fermi_grid for n in range(3)])
    return grand.argmin(axis=0), grand[1] - np.minimum(grand[0], grand[2])


lowest, excess = scan(energy)
assert not np.any(lowest == 1)
smallest_excess = excess.min()
assert abs(smallest_excess + u_value / 2) < 0.001  # Fermi grid spacing
positive_energy, _ = relax(repulsion=1.4)
positive_u = reaction_energy(positive_energy)
positive_lowest, _ = scan(positive_energy)
window = np.count_nonzero(positive_lowest == 1) * (fermi_grid[1])
assert positive_u > 0 and abs(window - positive_u) < 0.002
outside_energy, _ = relax(repulsion=1.4, level=7.0)
outside_lowest, _ = scan(outside_energy)
assert reaction_energy(outside_energy) > 0
assert not np.any(outside_lowest == 1)

# General split into repulsion and relaxation, with relaxation from forces.
general = dict(factors=(1.0, 1.2, 1.5), quartic=1.0e21)
general_energy, general_position = relax(**general)
general_u = reaction_energy(general_energy)
x_plus = general_position[1]
vertical = reaction_energy([surface(n, x_plus, **general) for n in range(3)])


def lattice_force(n, x):
    q = x * LENGTH
    return (n * FORCE - STIFFNESS * general["factors"][n] * q
            - 4 * general["quartic"] * q**3) * LENGTH / e


released = []
for n in (0, 2):
    minimum = brentq(lambda x: lattice_force(n, x), -1.0, 3.0)
    released.append(quad(lambda x: lattice_force(n, x), x_plus, minimum)[0])
assert min(released) > 0
assert abs(general_u - (vertical - sum(released))) < 1e-8
assert u_value < 0 < general_u

# Quantum lattice: diagonalize the displaced oscillator in a fixed basis.
omega = np.sqrt(STIFFNESS / MASS)
quantum = hbar * omega / e
zero_point_length = np.sqrt(hbar / (2 * MASS * omega))
size = 1200
spectra = []
for n in range(3):
    diagonal = (quantum * (np.arange(size) + 0.5) + n * LEVEL
                + REPULSION * (n == 2))
    side = -n * FORCE * zero_point_length / e * np.sqrt(np.arange(1, size))
    spectra.append(eigh_tridiagonal(diagonal, side, eigvals_only=True))
quantum_u = reaction_energy([s[0] for s in spectra])
assert abs(quantum_u - u_value) < 1e-7

# Finite temperature: quantum spectra, Fermi-level search, closed mixture.
thermal = []
for temperature in (300.0, 1000.0):
    kt = KB * temperature
    free = np.array([s[0] - kt * np.log(np.exp(-(s - s[0]) / kt).sum())
                     for s in spectra])
    peak = minimize_scalar(
        lambda f: -np.log(fractions(free, f, temperature)[1]),
        bounds=(2.0, 5.0), method="bounded", options={"xatol": 1e-10})
    populations = fractions(free, peak.x, temperature)
    predicted = 1 / (1 + np.exp(-u_value / (2 * kt)))
    assert abs(populations[1] / predicted - 1) < 1e-5
    assert abs(peak.x - level_2p_0) < 1e-5
    ratio = populations[0] * populations[2] / populations[1]**2
    assert abs(ratio / (np.exp(-u_value / kt) / 4) - 1) < 1e-5

    def mixture(single):
        share = np.array([(1 - single) / 2, single, (1 - single) / 2])
        entropy = -np.sum(share * np.log(share)) + single * np.log(2)
        return share @ energy - kt * entropy

    closed = minimize_scalar(mixture, bounds=(1e-10, 1 - 1e-10),
                             method="bounded", options={"xatol": 1e-12})
    # Energy rounding limits the location of a flat minimum.
    assert abs(closed.x / predicted - 1) < 1e-3

    threshold = -2 * kt * np.log(2)
    for scale, expected in ((1.1, False), (0.9, True)):
        trial = np.array([0.0, 0.0, scale * threshold])
        grid = trial[2] / 2 + np.linspace(-1, 1, 2001)
        winners = [fractions(trial, f, temperature).argmax() for f in grid]
        assert (1 in winners) == expected
    for trial_u in (-0.01, 0.01):
        trial = np.array([0.0, 0.0, trial_u])
        grid = trial_u / 2 + np.linspace(-1, 1, 2001)
        maximum = max(fractions(trial, f, temperature)[1] for f in grid)
        assert (maximum > 0.5) == (trial_u > 0)
    thermal.append((temperature, kt, populations[1], ratio, threshold))

print(f"Stiffness k: {STIFFNESS:.1f} N/m")
print(f"Force per electron F: {FORCE * 1e9:.3f} nN")
print(f"Fixed-ion repulsion U_e: {REPULSION:.3f} eV")
print(f"Unrelaxed electron level: {LEVEL:.3f} eV")
print(f"Band gap: {GAP:.3f} eV")
print(f"Mode mass: {MASS:.2e} kg")
print(f"Vibrational quantum: {quantum * 1000:.3f} meV")
for n, name in enumerate(("V2+", "V+", "V0")):
    print(f"{name} relaxed Q: {position[n] * 100:.3f} pm")
    print(f"{name} relaxed energy: {energy[n]:.4f} eV")
print(f"Lattice term F^2/k (critical U_e): {relaxation_scale:.4f} eV")
print(f"Relaxation energy F^2/(2k): {relaxation_scale / 2:.4f} eV")
print(f"Reaction energy U: {u_value:.4f} eV")
print(f"Reaction energy U: {u_value * e:.4e} J")
print(f"U from quantum ground states: {quantum_u:.4f} eV")
print(f"Critical force at given U_e: {critical_force * 1e9:.4f} nN")
print(f"Level (2+/+): {level_2p_p:.4f} eV")
print(f"Level (+/0): {level_p_0:.4f} eV")
print(f"Level (2+/0): {level_2p_0:.4f} eV")
print(f"Smallest V+ excess, -U/2: {-u_value / 2:.4f} eV")
print("Positive-U comparison, U_e: 1.400 eV")
print(f"Positive-U comparison, U: {positive_u:.4f} eV")
print(f"Positive-U comparison, V+ window: {window:.3f} eV")
print("Outside-gap comparison, unrelaxed level: 7.000 eV")
print(f"Outside-gap level (2+/+): {outside_energy[1]-outside_energy[0]:.4f} eV")
print(f"Outside-gap level (+/0): {outside_energy[2]-outside_energy[1]:.4f} eV")
print("Anharmonic stiffness factors V2+, V+, V0:", general["factors"])
print(f"Anharmonic quartic coefficient: {general['quartic']:.2e} N/m^3")
print(f"Anharmonic V+ coordinate: {x_plus * 100:.3f} pm")
print(f"Anharmonic vertical repulsion W: {vertical:.4f} eV")
print(f"Anharmonic V2+ relaxation: {released[0]:.4f} eV")
print(f"Anharmonic V0 relaxation: {released[1]:.4f} eV")
print(f"Anharmonic reaction energy U: {general_u:.4f} eV")
for temperature, kt, single, ratio, threshold in thermal:
    print(f"{temperature:.0f} K, thermal energy: {kt:.5f} eV")
    print(f"{temperature:.0f} K, maximum V+ fraction: {single:.4e}")
    print(f"{temperature:.0f} K, c0*c2/c1^2: {ratio:.4e}")
    print(f"{temperature:.0f} K, never-most-populous U limit: {threshold:.4f} eV")
print("checks complete")
```

Printed output:

```
Stiffness k: 100.0 N/m
Force per electron F: 4.000 nN
Fixed-ion repulsion U_e: 0.600 eV
Unrelaxed electron level: 4.000 eV
Band gap: 6.000 eV
Mode mass: 3.00e-25 kg
Vibrational quantum: 12.017 meV
V2+ relaxed Q: 0.000 pm
V2+ relaxed energy: 0.0000 eV
V+ relaxed Q: 40.000 pm
V+ relaxed energy: 3.5007 eV
V0 relaxed Q: 80.000 pm
V0 relaxed energy: 6.6027 eV
Lattice term F^2/k (critical U_e): 0.9986 eV
Relaxation energy F^2/(2k): 0.4993 eV
Reaction energy U: -0.3986 eV
Reaction energy U: -6.3869e-20 J
U from quantum ground states: -0.3986 eV
Critical force at given U_e: 3.1005 nN
Level (2+/+): 3.5007 eV
Level (+/0): 3.1020 eV
Level (2+/0): 3.3014 eV
Smallest V+ excess, -U/2: 0.1993 eV
Positive-U comparison, U_e: 1.400 eV
Positive-U comparison, U: 0.4014 eV
Positive-U comparison, V+ window: 0.402 eV
Outside-gap comparison, unrelaxed level: 7.000 eV
Outside-gap level (2+/+): 6.5007 eV
Outside-gap level (+/0): 6.9020 eV
Anharmonic stiffness factors V2+, V+, V0: (1.0, 1.2, 1.5)
Anharmonic quartic coefficient: 1.00e+21 N/m^3
Anharmonic V+ coordinate: 32.219 pm
Anharmonic vertical repulsion W: 0.6324 eV
Anharmonic V2+ relaxation: 0.3307 eV
Anharmonic V0 relaxation: 0.1712 eV
Anharmonic reaction energy U: 0.1305 eV
300 K, thermal energy: 0.02585 eV
300 K, maximum V+ fraction: 4.4809e-04
300 K, c0*c2/c1^2: 1.2440e+06
300 K, never-most-populous U limit: -0.0358 eV
1000 K, thermal energy: 0.08617 eV
1000 K, maximum V+ fraction: 9.0050e-02
1000 K, c0*c2/c1^2: 2.5527e+01
1000 K, never-most-populous U limit: -0.1195 eV
checks complete
```
